# Clausing's Equation and the Long-Tube Limit of Diffuse Molecular Transmission: verification in Python

```python
# Free-molecular transmission of a cylindrical tube with diffuse, inert walls.
# Result under test: the wall flux u(x), per unit flux at the mouth, obeys
#   u(x) = p(x) + integral_0^L K(|x-x'|) u(x') dx'      (Clausing)
# and the transmission probability W satisfies W < 8r/(3L), W L -> 8r/3.
# K(z): density of axial steps from wall to wall; p(z): chance that a molecule
# leaving the wall passes directly through a section at axial distance z;
# F(z): the same chance for a molecule entering through the mouth.
# All lengths are in units of the tube radius r unless a name ends in _nm or _m.
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline


def root(z):
    return np.sqrt(z * z + 4.0)


def F(z):
    # (s-z)^2/4 written without cancellation at large z
    return 4.0 / (root(z) + z) ** 2


def p(z):
    return F(z) / root(z)


def K(z):
    # (1/2)[1 - z(z^2+6)/s^3] written without cancellation at large z
    s3 = root(z) ** 3
    return 2.0 * (3.0 * z * z + 16.0) / (s3 * (s3 + z ** 3 + 6.0 * z))


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


def solve_clausing(L, n):
    """Nystrom solution; the kink of K is softened by subtracting u(x)."""
    x, w = gauss(0.0, L, n)
    A = -K(np.abs(x[:, None] - x[None, :])) * w[None, :]
    row = -A.sum(axis=1)
    A[np.diag_indices(n)] += row + p(x) + p(L - x)
    u = np.linalg.solve(A, p(x))
    W = F(L) + 2.0 * np.sum(w * p(L - x) * u)
    return x, w, u, W


def fly_molecules(L, count, bins, rng):
    """Follow molecules in three dimensions; return W and binned wall flux."""
    rho = np.sqrt(rng.random(count))
    c2 = rng.random(count)                      # squared cosine to the axis
    phi = 2 * np.pi * rng.random(count)
    a = 1.0 - c2
    b = rho * np.sqrt(a) * np.cos(phi)
    path = (-b + np.sqrt(b * b + a * (1.0 - rho ** 2))) / a
    x = path * np.sqrt(c2)
    passed = 0
    hits = np.zeros(bins)
    while x.size:
        passed += np.count_nonzero(x >= L)
        x = x[(x > 0.0) & (x < L)]
        hits += np.histogram(x, bins=bins, range=(0.0, L))[0]
        c2 = rng.random(x.size)                 # squared cosine to the normal
        phi = 2 * np.pi * rng.random(x.size)
        side = np.sqrt(1.0 - c2)
        axial, tangent = side * np.cos(phi), side * np.sin(phi)
        chord = 2.0 * np.sqrt(c2) / (c2 + tangent ** 2)
        x = x + chord * axial
    flux = hits / (2.0 * count * L / bins)
    return passed / count, flux, hits.sum() / count


# --- view factors from their definition against the closed forms ---
angle = 2 * np.pi * np.arange(400) / 400
d_angle = 2 * np.pi / 400
rad, w_rad = gauss(0.0, 1.0, 50)
print("View factors at z = 1.3 r: direct integral, closed form")
for z in (0.7, 1.3, 3.0):
    g = 1.0 - np.cos(angle)
    K_def = np.sum(g ** 2 / (np.pi * (z * z + 2 * g) ** 2)) * d_angle
    R, A = rad[:, None], angle[None, :]
    d2 = 1 + R ** 2 - 2 * R * np.cos(A) + z * z
    p_def = np.sum(w_rad[:, None] * R * z * (1 - R * np.cos(A))
                   / (np.pi * d2 ** 2)) * d_angle
    R1, R2, A3 = rad[:, None, None], rad[None, :, None], angle[None, None, :]
    d2 = R1 ** 2 + R2 ** 2 - 2 * R1 * R2 * np.cos(A3) + z * z
    F_def = np.sum(2 * R1 * w_rad[:, None, None] * R2 * w_rad[None, :, None]
                   * z * z / (np.pi * d2 ** 2)) * d_angle
    assert abs(K_def - K(z)) < 1e-8
    assert abs(p_def - p(z)) < 1e-8
    assert abs(F_def - F(z)) < 1e-8
    if z == 1.3:
        print(f"  K r: {K_def:.6f}  {K(z):.6f}")
        print(f"  p:   {p_def:.6f}  {p(z):.6f}")
        print(f"  F:   {F_def:.6f}  {F(z):.6f}")

# --- moments that fix the long-tube limit ---
area_F = quad(F, 0, np.inf)[0]
step2 = 2 * quad(lambda z: z * z * K(z), 0, np.inf)[0]
norm_K = 2 * quad(K, 0, np.inf)[0]
assert abs(area_F - 4 / 3) < 1e-6
assert abs(step2 - 8 / 3) < 1e-6
assert abs(norm_K - 1) < 1e-7
print(f"Integral of F over z, 0 to infinity: {area_F:.6f} r")
print(f"Mean square axial step, infinite tube: {step2:.6f} r^2")

# --- solutions, exact identity, upper bound, and approach to the limit ---
print("L/r, W, 8r/(3L), ratio W/(8r/(3L)), bound on 1-ratio")
solutions, ratios = {}, []
for L, n in ((2.0, 400), (20.0, 800), (100.0, 1200), (500.0, 2400)):
    x, w, u, W = solve_clausing(L, n)
    solutions[L] = (x, w, u, W)
    W_identity = 2.0 / L * np.sum(w * F(x) * u)
    assert abs(W_identity / W - 1) < 1e-3       # discretization error
    limit = 8 / (3 * L)
    ratio = W / limit
    bound = np.sqrt(3 / L) + 2 / L
    assert 0 < 1 - ratio <= bound
    ratios.append(ratio)
    print(f"  {L:5.0f}  {W:.5f}  {limit:.5f}  {ratio:.4f}  {bound:.4f}")
assert all(np.diff(ratios) > 0) and 1 - ratios[-1] < 0.02
W_coarse = solve_clausing(500.0, 1200)[3]
change = abs(W_coarse / solutions[500.0][3] - 1)
assert change < 2e-3
print(f"Relative change of W at L/r=500 on halving the grid: {change:.1e}")

# --- the same net flux through every section ---
L = 20.0
x, w, u, W = solutions[L]
profile = CubicSpline(x, u)
print("Net flux through section y, L/r = 20 (mouth flux = 1)")
for y in (2.0, 6.0, 15.0):
    xa, wa = gauss(0.0, y, 200)
    xb, wb = gauss(y, L, 200)
    net = F(y) + 2 * (np.sum(wa * profile(xa) * p(y - xa))
                      - np.sum(wb * profile(xb) * p(xb - y)))
    assert abs(net - W) < 5e-5
    print(f"  y = {y:4.1f} r: {net:.5f}")

# --- molecular flights against the integral equation ---
rng = np.random.default_rng(12345)
count = 400000
print(f"Molecular flights, {count} molecules per tube")
for L in (2.0, 20.0):
    W_mc, flux_mc, mean_hits = fly_molecules(L, count, 5, rng)
    W = solutions[L][3]
    sigma = np.sqrt(W * (1 - W) / count)
    assert abs(W_mc - W) < 4.5 * sigma
    spline = CubicSpline(solutions[L][0], solutions[L][2])
    edges = np.linspace(0, L, 6)
    flux_eq = np.array([spline.integrate(a, b) / (b - a)
                        for a, b in zip(edges[:-1], edges[1:])])
    assert np.max(np.abs(flux_mc - flux_eq)) < 0.015
    assert np.max(np.abs(flux_mc + flux_mc[::-1] - 1)) < 0.02
    assert abs(mean_hits / L - 1) < 0.03
    print(f"  L/r={L:.0f}: W flights {W_mc:.5f} (std error {sigma:.5f}),"
          f" equation {W:.5f}")
    print(f"  L/r={L:.0f}: mean wall hits per molecule {mean_hits:.3f}")
print("Mean wall flux in five equal parts, L/r = 20, mouth to exit")
print("  flights : " + "  ".join(f"{v:.4f}" for v in flux_mc))
print("  equation: " + "  ".join(f"{v:.4f}" for v in flux_eq))

# --- worked example: hole with inert side walls and fully reactive bottom ---
radius_nm, depth_nm = 50.0, 1000.0
mouth_flux = 1.0e22                              # m^-2 s^-1
W_hole = solve_clausing(depth_nm / radius_nm, 800)[3]
W_long = 8 * radius_nm / (3 * depth_nm)
mouth_area_m2 = np.pi * (radius_nm * 1e-9) ** 2
entering = mouth_flux * mouth_area_m2
print("Worked example: etched hole")
print(f"  radius {radius_nm:.0f} nm, depth {depth_nm:.0f} nm,"
      f" aspect ratio {depth_nm / (2 * radius_nm):.0f}")
print(f"  flux at mouth: {mouth_flux:.3e} m^-2 s^-1")
print(f"  radicals entering: {entering:.3e} s^-1")
print(f"  W from Clausing equation: {W_hole:.5f}")
print(f"  W from long-tube limit:   {W_long:.5f}")
print(f"  mean flux at bottom: {W_hole * mouth_flux:.3e} m^-2 s^-1")
print(f"  radicals reaching bottom: {W_hole * entering:.3e} s^-1")
print(f"  long-tube limit too high by {100 * (W_long / W_hole - 1):.1f} %")
print("OK")
```

Printed output:

```
View factors at z = 1.3 r: direct integral, closed form
  K r: 0.131726  0.131726
  p:   0.123464  0.123464
  F:   0.294508  0.294508
Integral of F over z, 0 to infinity: 1.333333 r
Mean square axial step, infinite tube: 2.666667 r^2
L/r, W, 8r/(3L), ratio W/(8r/(3L)), bound on 1-ratio
      2  0.51423  1.33333  0.3857  2.2247
     20  0.10932  0.13333  0.8199  0.4873
    100  0.02528  0.02667  0.9479  0.1932
    500  0.00526  0.00533  0.9868  0.0815
Relative change of W at L/r=500 on halving the grid: 2.2e-04
Net flux through section y, L/r = 20 (mouth flux = 1)
  y =  2.0 r: 0.10932
  y =  6.0 r: 0.10932
  y = 15.0 r: 0.10932
Molecular flights, 400000 molecules per tube
  L/r=2: W flights 0.51651 (std error 0.00079), equation 0.51423
  L/r=2: mean wall hits per molecule 2.004
  L/r=20: W flights 0.10956 (std error 0.00049), equation 0.10932
  L/r=20: mean wall hits per molecule 20.067
Mean wall flux in five equal parts, L/r = 20, mouth to exit
  flights : 0.8569  0.6779  0.5008  0.3277  0.1450
  equation: 0.8562  0.6754  0.5000  0.3246  0.1438
Worked example: etched hole
  radius 50 nm, depth 1000 nm, aspect ratio 10
  flux at mouth: 1.000e+22 m^-2 s^-1
  radicals entering: 7.854e+07 s^-1
  W from Clausing equation: 0.10932
  W from long-tube limit:   0.13333
  mean flux at bottom: 1.093e+21 m^-2 s^-1
  radicals reaching bottom: 8.586e+06 s^-1
  long-tube limit too high by 22.0 %
OK
```
